# The 2p⁵3d J = 1 strengths from LS to jj coupling: a numerical check

```python
"""
Result under test: the three J=1 levels of 2p^5 3d follow from a 3x3 matrix in
the basis (1P, 3P, 3D), and the dipole strength of each level is 4 R^2 w, where
w is its 1P weight and R the radial dipole integral between 2p and 3d.
F2, G1, G3: direct and exchange Slater integrals of the pair 2p, 3d.
zp, zd: spin-orbit constants of 2p and 3d. Energies are in hartree.
Levels in rising energy are named 3E, 3D, 3C. Example: neon-like Cr14+.
The independent road is a 60-state particle-hole calculation made from
Gaussian integrals, with no term coefficients and no Slater integrals.
"""
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh
from sympy import Rational
from sympy.physics.wigner import wigner_9j
from pyscf import gto, scf, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 24

# ---------- Hartree-Fock core of Cr14+ and the 3d orbital ----------
exponents = {0: 1.5 * 2.4 ** np.arange(14),
             1: 1.2 * 2.3 ** np.arange(11),
             2: 0.5 * 2.2 ** np.arange(9)}
basis = [[l, [float(a), 1.0]] for l in exponents for a in exponents[l]]
mol = gto.M(atom="Cr 0 0 0", charge=14, spin=0, basis={"Cr": basis}, verbose=0)
ao_start = mol.ao_loc_nr()
shells = {l: [i for i in range(mol.nbas) if mol.bas_angular(i) == l]
          for l in range(3)}
index = {l: np.array([ao_start[i] + np.arange(2 * l + 1) for i in shells[l]])
         for l in range(3)}
overlap = mol.intor("int1e_ovlp")
kinetic = mol.intor("int1e_kin")
h_core = kinetic + mol.intor("int1e_nuc")
repulsion = mol.intor("int2e", aosym="s8")


def fock(density):
    coulomb, exchange = scf.hf.dot_eri_dm(repulsion, density, hermi=1)
    return h_core + coulomb - exchange / 2


def radial_orbital(matrix, l, n):
    i = index[l][:, 0]
    energy, coef = eigh(matrix[np.ix_(i, i)], overlap[np.ix_(i, i)])
    return energy[n], coef[:, n]


def all_components(l, coef):
    full = np.zeros((mol.nao_nr(), 2 * l + 1))
    for m in range(2 * l + 1):
        full[index[l][:, m], m] = coef
    return full


def core_density(c1s, c2s, c2p, p_electrons):
    s1, s2, p = (all_components(0, c1s), all_components(0, c2s),
                 all_components(1, c2p))
    return 2 * s1 @ s1.T + 2 * s2 @ s2.T + p_electrons / 3 * p @ p.T


density = np.zeros_like(overlap)
energies = []
for _ in range(30):
    F = fock(density)
    energies.append(0.5 * np.sum(density * (h_core + F)))
    c1s, c2s = radial_orbital(F, 0, 0)[1], radial_orbital(F, 0, 1)[1]
    c2p = radial_orbital(F, 1, 0)[1]
    density = core_density(c1s, c2s, c2p, 6)
assert abs(energies[-1] - energies[-2]) < 1e-8
F = fock(density)
core_energy = 0.5 * np.sum(density * (h_core + F))
virial = core_energy / np.sum(density * kinetic)
assert abs(virial + 1) < 1e-4

eps2p, c2p = radial_orbital(F, 1, 0)
eps3d, c3d = radial_orbital(fock(core_density(c1s, c2s, c2p, 5)), 2, 0)
omega_av = eps3d - eps2p      # frozen-orbital configuration average

# ---------- radial integrals on a logarithmic grid ----------
x = np.linspace(np.log(1e-5), np.log(12.0), 12001)
dx = x[1] - x[0]
r = np.exp(x)


def integral(f):
    return np.sum(f * r) * dx


def running(f):
    return cumulative_trapezoid(f * r, x, initial=0)


def radial_function(l, coef):
    P = np.zeros_like(r)
    for shell, c in zip(shells[l], coef):
        a = mol.bas_exp(shell)[0]
        P += c * gto.gto_norm(l, a) * r ** (l + 1) * np.exp(-a * r * r)
    return P


def slater(k, rho1, rho2):
    inner = running(rho2 * r ** k)
    outer = running(rho2 / r ** (k + 1))
    return integral(rho1 * (inner / r ** (k + 1)
                            + (outer[-1] - outer) * r ** k))


def spin_orbit(P, enclosed_charge):
    return fine_structure ** 2 / 2 * integral(P ** 2 * enclosed_charge / r ** 3)


P1s, P2s = radial_function(0, c1s), radial_function(0, c2s)
P2p, P3d = radial_function(1, c2p), radial_function(2, c3d)
for P in (P1s, P2s, P2p, P3d):
    assert abs(integral(P ** 2) - 1) < 1e-6
F2 = slater(2, P2p ** 2, P3d ** 2)
G1 = slater(1, P2p * P3d, P2p * P3d)
G3 = slater(3, P2p * P3d, P2p * P3d)
R = integral(P2p * r * P3d)
charge = Z - running(2 * P1s ** 2 + 2 * P2s ** 2 + 5 * P2p ** 2)
zp, zd = spin_orbit(P2p, charge), spin_orbit(P3d, charge)
hydrogenic = r ** 2 * np.exp(-Z * r / 2)
hydrogenic /= np.sqrt(integral(hydrogenic ** 2))
assert np.isclose(spin_orbit(hydrogenic, Z),
                  fine_structure ** 2 * Z ** 4 / 48, rtol=1e-5)


# ---------- the derived 3x3 problem ----------
def three_levels(f2, g1, g3, z_p, z_d):
    shift = -g1 / 15 - 3 * g3 / 70
    e1P = shift - f2 / 5 + 4 * g1 / 3
    e3P = shift - f2 / 5 - z_p / 4 - 3 * z_d / 4
    e3D = shift + f2 / 5 + z_p / 4 - 5 * z_d / 4
    a = (3 * z_d - z_p) / (2 * np.sqrt(2))
    b = np.sqrt(6) * (z_d - z_p) / 4
    c = np.sqrt(3) * (z_p + z_d) / 4
    E, vec = np.linalg.eigh(np.array([[e1P, a, b], [a, e3P, c], [b, c, e3D]]))
    vec = vec * np.where(vec[0] < 0, -1, 1)
    return E, vec[0] ** 2, vec


def ratios(w):
    return (w[0] + w[1]) / w[2], w[2] / w[1]


# ---------- independent 60-state particle-hole problem ----------
orbitals = np.hstack([all_components(1, c2p), all_components(2, c3d)])
V = ao2mo.kernel(repulsion, orbitals, compact=False).reshape(8, 8, 8, 8)
p, d = slice(0, 3), slice(3, 8)
dipole = np.array([orbitals.T @ m @ orbitals for m in mol.intor("int1e_r")])
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
Lp = -1j * levi
forms = np.zeros((5, 3, 3))   # xy, yz, 3z2-r2, xz, x2-y2
for n, (i, j) in ((0, (0, 1)), (1, (1, 2)), (3, (0, 2))):
    forms[n, i, j] = forms[n, j, i] = 1 / np.sqrt(2)
forms[2] = np.diag([-1, -1, 2]) / np.sqrt(6)
forms[4] = np.diag([1, -1, 0]) / np.sqrt(2)
Ld = np.array([[[np.sum(A * (t @ B + B @ t.T)) for B in forms]
                for A in forms] for t in Lp])
for L in (Lp, Ld):
    assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2])
spin = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]) / 2
one2, one3, one5 = np.eye(2), np.eye(3), np.eye(5)
eps3d_full = c3d @ F[np.ix_(index[2][:, 0], index[2][:, 0])] @ c3d


def sixty_states(z_p, z_d):
    hp = eps2p * np.eye(6) + z_p * sum(np.kron(Lp[k], spin[k]) for k in range(3))
    hd = (eps3d_full * np.eye(10)
          + z_d * sum(np.kron(Ld[k], spin[k]) for k in range(3)))
    hp, hd = hp.reshape(3, 2, 3, 2), hd.reshape(5, 2, 5, 2)
    H = (np.einsum("aijb,ts,uv->isatjubv", V[d, p, p, d], one2, one2)
         - np.einsum("abji,tv,su->isatjubv", V[d, d, p, p], one2, one2)
         + np.einsum("ij,su,atbv->isatjubv", one3, one2, hd)
         - np.einsum("juis,ab,tv->isatjubv", hp, one5, one2)).reshape(60, 60)
    assert np.allclose(H, H.conj().T, atol=1e-9)
    E, vec = np.linalg.eigh(H)
    amp = np.array([np.einsum("ia,st->isat", D[p, d], one2).ravel() @ vec
                    for D in dipole])
    return E, np.sum(abs(amp) ** 2, axis=0)


for scale in (0.05, 1.0, 20.0):
    E60, S60 = sixty_states(scale * zp, scale * zd)
    E3, w3, _ = three_levels(F2, G1, G3, scale * zp, scale * zd)
    assert abs(np.mean(E60) - omega_av) < 1e-6
    assert np.isclose(S60.sum(), 4 * R ** 2, rtol=1e-5)
    for energy, weight in zip(E3 + omega_av, w3):
        same = abs(E60 - energy) < 2e-5
        assert same.sum() >= 3
        assert abs(S60[same].sum() / (4 * R ** 2) - weight) < 1e-4
    centroid60 = np.sum(E60 * S60) / S60.sum()
    e1P = omega_av - F2 / 5 + 19 * G1 / 15 - 3 * G3 / 70
    assert abs(centroid60 - e1P) < 2e-5

# ---------- limits ----------
half = Rational(1, 2)
jj_weights = np.array([
    float((2 * j1 + 1) * (2 * j2 + 1) * 3
          * wigner_9j(1, 2, 1, half, half, 0, j1, j2, 1) ** 2)
    for j1, j2 in ((3 * half, 3 * half), (3 * half, 5 * half), (half, 3 * half))])
_, w_pure, jj_vec = three_levels(0, 0, 0, 1.0, 0.1)
assert np.allclose(w_pure, jj_weights, atol=1e-10)
assert np.allclose(jj_weights, [1 / 15, 3 / 5, 1 / 3])

gap3D, gap3P = 4 * G1 / 3 - 2 * F2 / 5, 4 * G1 / 3
assert gap3D > 0
ls_w3D = 3 / 8 * (zp - zd) ** 2 / gap3D ** 2
ls_w3P = (zp - 3 * zd) ** 2 / 8 / gap3P ** 2
tiny = 1e-4
w_small = three_levels(F2, G1, G3, tiny * zp, tiny * zd)[1]
assert np.isclose(w_small[1], tiny ** 2 * ls_w3D, rtol=2e-3)
assert np.isclose(w_small[0], tiny ** 2 * ls_w3P, rtol=2e-3)

slope = -4 * (8 * G1 / 9 - F2 / 5)
big = 1e4
w_hole = three_levels(F2, G1, G3, big, 0)[1]
assert np.isclose((ratios(w_hole)[0] - 2) * big, slope, rtol=1e-2)

# ---------- printed results ----------
E, w, vec = three_levels(F2, G1, G3, zp, zd)
omega = omega_av + E
f = 8 / 3 * omega * R ** 2 * w
names = ("3E", "3D", "3C")
print("Neon-like Cr14+, Hartree-Fock core, frozen-core 3d")
print(f"core energy = {core_energy:.4f} hartree; energy/kinetic = {virial:.7f}")
print(f"eps(2p) = {eps2p:.5f}, eps(3d) = {eps3d:.5f} hartree")
print(f"configuration-average excitation = {omega_av:.5f} hartree")
print(f"F2 = {F2:.5f}, G1 = {G1:.5f}, G3 = {G3:.5f} hartree")
print(f"zeta_p = {zp:.5f}, zeta_d = {zd:.6f} hartree; ratio d/p = {zd/zp:.5f}")
print(f"radial dipole R = {R:.5f} bohr; total strength 4R^2 = {4*R*R:.5f} bohr^2")
print(f"LS gaps: 1P-3P = {gap3P:.5f}, 1P-3D = {gap3D:.5f} hartree")
H3 = vec @ np.diag(E) @ vec.T
print("3x3 matrix from average, order 1P 3P 3D, hartree:")
for row in H3:
    print("  " + "  ".join(f"{value:9.5f}" for value in row))
for k in range(3):
    print(f"{names[k]}: E-average = {E[k]:.5f} hartree, excitation = "
          f"{omega[k]:.5f} hartree = {omega[k]*HARTREE_EV:.2f} eV")
    print(f"   weights 1P 3P 3D = {np.round(vec[:, k]**2, 5)}, f = {f[k]:.5f}")
print(f"strength centroid (60 states, zeta x20) = {centroid60:.5f} hartree")
print(f"1P diagonal energy = {e1P:.5f} hartree")
print(f"line strengths: L3/L2 = {ratios(w)[0]:.5f}, 3C/3D = {ratios(w)[1]:.4f}")
print(f"oscillator strengths: L3/L2 = {ratios(f)[0]:.5f}, "
      f"3C/3D = {ratios(f)[1]:.4f}")
print("jj parts of the 1P amplitude: p3/2 d3/2, p3/2 d5/2, p1/2 d3/2, sum")
jj_amp = jj_vec.T @ vec
for k in range(3):
    parts = jj_vec[0] * jj_amp[:, k]
    assert np.isclose(parts.sum() ** 2, w[k])
    print(f"   {names[k]}: " + ", ".join(f"{v:.5f}" for v in parts)
          + f", {parts.sum():.5f}; jj weights {np.round(jj_amp[:, k]**2, 4)}")
print("both zetas scaled: factor; w(3E), w(3D), w(3C); L3/L2; 3C/3D")
for scale in (0.1, 0.3, 1, 3, 10, 100, 1e3, 1e5):
    ws = three_levels(F2, G1, G3, scale * zp, scale * zd)[1]
    print(f"   {scale:8g}; {ws[0]:.5f}, {ws[1]:.5f}, {ws[2]:.5f}; "
          f"{ratios(ws)[0]:.5f}; {ratios(ws)[1]:.4f}")
print(f"jj limit weights = {np.round(jj_weights, 5)}; L3/L2 = "
      f"{ratios(jj_weights)[0]:.4f}; 3C/3D = {ratios(jj_weights)[1]:.4f}")
print(f"zeta_p = {big:g} hartree, zeta_d = 0: weights = {np.round(w_hole, 5)}, "
      f"3C/3D = {ratios(w_hole)[1]:.4f}")
print("one cause removed at the Cr14+ values: w(3E), w(3D), w(3C); L3/L2; 3C/3D")
for label, args in (("G1=0", (F2, 0, G3, zp, zd)),
                    ("F2=0", (0, G1, G3, zp, zd)),
                    ("zeta_d=0", (F2, G1, G3, zp, 0))):
    ws = three_levels(*args)[1]
    print(f"   {label}: {ws[0]:.5f}, {ws[1]:.5f}, {ws[2]:.5f}; "
          f"{ratios(ws)[0]:.5f}; {ratios(ws)[1]:.4f}")
print(f"LS estimate: w(3P) = {ls_w3P:.5f}, w(3D) = {ls_w3D:.5f}, "
      f"3C/3D = 1/w(3D) = {1/ls_w3D:.4f}")
print(f"first-order jj estimate at Cr14+: L3/L2 = {2 + slope/zp:.4f}")
print(f"same estimate at 100 zeta_p: L3/L2 = {2 + slope/(100*zp):.5f}")
print("all good")
```

Printed output:

```
Neon-like Cr14+, Hartree-Fock core, frozen-core 3d
core energy = -957.2319 hartree; energy/kinetic = -1.0000221
eps(2p) = -37.24727, eps(3d) = -13.07640 hartree
configuration-average excitation = 24.17087 hartree
F2 = 0.50580, G1 = 0.45784, G3 = 0.26319 hartree
zeta_p = 0.21230, zeta_d = 0.005370 hartree; ratio d/p = 0.02530
radial dipole R = 0.21830 bohr; total strength 4R^2 = 0.19062 bohr^2
LS gaps: 1P-3P = 0.61045, 1P-3D = 0.40813 hartree
3x3 matrix from average, order 1P 3P 3D, hartree:
    0.46749   -0.06936   -0.12672
   -0.06936   -0.20007    0.09426
   -0.12672    0.09426    0.10572
3E: E-average = -0.22840 hartree, excitation = 23.94247 hartree = 651.51 eV
   weights 1P 3P 3D = [0.00251 0.93322 0.06427], f = 0.00765
3D: E-average = 0.08150 hartree, excitation = 24.25237 hartree = 659.94 eV
   weights 1P 3P 3D = [0.11555 0.04936 0.83509], f = 0.35613
3C: E-average = 0.52005 hartree, excitation = 24.69092 hartree = 671.87 eV
   weights 1P 3P 3D = [0.88193 0.01742 0.10065], f = 2.76719
strength centroid (60 states, zeta x20) = 24.63836 hartree
1P diagonal energy = 24.63836 hartree
line strengths: L3/L2 = 0.13387, 3C/3D = 7.6322
oscillator strengths: L3/L2 = 0.13146, 3C/3D = 7.7702
jj parts of the 1P amplitude: p3/2 d3/2, p3/2 d5/2, p1/2 d3/2, sum
   3E: -0.22021, 0.37783, -0.10749, 0.05013; jj weights [0.7274 0.2379 0.0347]
   3D: 0.13000, 0.52206, -0.31212, 0.33993; jj weights [0.2535 0.4542 0.2923]
   3C: 0.03569, 0.42976, 0.47366, 0.93911; jj weights [0.0191 0.3078 0.6731]
both zetas scaled: factor; w(3E), w(3D), w(3C); L3/L2; 3C/3D
        0.1; 0.00011, 0.00103, 0.99886; 0.00114; 969.2131
        0.3; 0.00067, 0.01021, 0.98913; 0.01099; 96.9180
          1; 0.00251, 0.11555, 0.88193; 0.13387; 7.6322
          3; 0.00295, 0.41468, 0.58237; 0.71712; 1.4044
         10; 0.00012, 0.59573, 0.40415; 1.47435; 0.6784
        100; 0.03243, 0.62751, 0.34006; 1.94065; 0.5419
       1000; 0.06200, 0.60400, 0.33400; 1.99399; 0.5530
     100000; 0.06662, 0.60004, 0.33334; 1.99994; 0.5555
jj limit weights = [0.06667 0.6     0.33333]; L3/L2 = 2.0000; 3C/3D = 0.5556
zeta_p = 10000 hartree, zeta_d = 0: weights = [0.00984 0.65681 0.33335], 3C/3D = 0.5075
one cause removed at the Cr14+ values: w(3E), w(3D), w(3C); L3/L2; 3C/3D
   G1=0: 0.26960, 0.57848, 0.15192; 5.58225; 0.2626
   F2=0: 0.00006, 0.06522, 0.93472; 0.06984; 14.3309
   zeta_d=0: 0.00356, 0.12232, 0.87412; 0.14401; 7.1465
LS estimate: w(3P) = 0.01291, w(3D) = 0.09640, 3C/3D = 1/w(3D) = 10.3732
first-order jj estimate at Cr14+: L3/L2 = -3.7617
same estimate at 100 zeta_p: L3/L2 = 1.94238
all good
```
